**Franz against parabolic action in a rectangular oxide barrier**

The program tests \(S_F/S_P=\sqrt{1-\varphi/E_g}\), where \(S_F\) and \(S_P\) are the Franz and parabolic actions at equal conduction-edge mass, \(\varphi\) is the depth of the electron's energy below the oxide conduction edge and \(E_g\) is the gap. It obtains decay constants independently from Green-function transmission through finite chains, alternating for the two-band oxide and uniform for the parabola, and asserts agreement with the formulas within 0.1 percent. It also asserts the edge masses found by diagonalization, the equivalence of the refitted parabolic mass at this energy, and the prefactors against transmission computed with a matrix exponential. Further assertions cover the free-electron correction, the parabolic action of the trapezoidal barrier and the image lowering at mid-film. For \(\varphi=3.1\) eV and \(E_g=9\) eV the output gives a reduction of 19.03 percent by the formula and 19.02 percent from the chains. For a 2 nm film with edge mass 0.5 electron masses, the full transmission rises by a factor of 85. With the free-electron term included and the conduction-edge mass held fixed, the reduction is 5.4 percent, which shows how strongly the result depends on equal edge masses.

## Numerical check

```python
"""Franz versus parabolic tunnelling action in a rectangular oxide barrier.

Result under test: S_Franz / S_parabolic = sqrt(1 - phi/Eg) at equal edge mass.
phi : depth of the electron energy below the oxide conduction edge (eV)
Eg  : oxide gap (eV);  m : conduction-edge mass (electron masses)
d   : thickness (nm);  kappa : decay constant (1/nm);  S = kappa*d (units of hbar)
P   : coupling of the two bands (eV nm)
Energies in eV, lengths in nm.  The oxide conduction edge is the energy zero.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm

free = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # hbar^2/(2 m0), eV nm^2
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9   # e^2/(4 pi eps0), eV nm

phi, Eg, m, d = 3.1, 9.0, 0.5, 2.0
m_lead, E_kin = 0.92, 0.1
V_ox, eps_opt, temperature, dd = 1.0, 2.1, 300.0, 0.1

band = free / m                 # hbar^2/(2m)
P = np.sqrt(band * Eg)


def kappa_par(u):
    return np.sqrt(u / band)


def kappa_franz(u):
    return np.sqrt(u * (1 - u / Eg) / band)


kP, kF = kappa_par(phi), kappa_franz(phi)
SP, SF = kP * d, kF * d
ratio = np.sqrt(1 - phi / Eg)
reduction = 1 - ratio


# Edge masses from diagonalization of the two-band Hamiltonian
def bands(k, coupling, diagonal):
    h = np.array([[diagonal * k**2, 1j * coupling * k],
                  [-1j * coupling * k, -Eg + diagonal * k**2]])
    return np.linalg.eigvalsh(h)


k_small = 0.02
low, high = bands(k_small, P, 0.0)
mass_c = free * k_small**2 / high
mass_v = free * k_small**2 / (-Eg - low)
assert abs(mass_c / m - 1) < 1e-4
assert abs(mass_v / m - 1) < 1e-4


# Decay constants from transmission through finite chains
def chain_transmission(onsite, hop, energy):
    """Leads are uniform chains at mid-band: self-energy -i*hop."""
    n = len(onsite)
    a = np.diag(energy - onsite).astype(complex)
    a -= hop * (np.eye(n, k=1) + np.eye(n, k=-1))
    a[0, 0] += 1j * abs(hop)
    a[-1, -1] += 1j * abs(hop)
    source = np.zeros(n, complex)
    source[-1] = 1
    g = np.linalg.solve(a, source)[0]
    return (2 * hop)**2 * abs(g)**2


cell = 0.02                     # lattice cell, nm


def chain_decay(kind, mass=m):
    logs = []
    for cells in (50, 100):     # 1 nm and 2 nm
        if kind == "two-band":
            onsite = np.tile([0.0, -Eg], cells)
            hop = P / cell
        else:
            hop = -free / mass / cell**2
            onsite = np.full(cells, -2 * hop)
        logs.append(np.log(chain_transmission(onsite, hop, -phi)))
    return (logs[0] - logs[1]) / (2 * 50 * cell)


chain_F = chain_decay("two-band")
chain_P = chain_decay("one-band")
# lattice error is of order (kappa*cell)^2/24, below 1e-3
assert abs(chain_F / kF - 1) < 1e-3
assert abs(chain_P / kP - 1) < 1e-3
assert abs(chain_F / chain_P - ratio) < 1e-3
m_refit = m * (1 - phi / Eg)
assert abs(chain_decay("one-band", m_refit) / chain_F - 1) < 1e-3


# Full transmission: propagate envelope f and flux variable W through the slab
lead = free / m_lead
q_lead = lead * np.sqrt(E_kin / lead)


def slab_transmission(inverse_coefficient):
    generator = np.array([[0, inverse_coefficient], [phi, 0]])
    f, w = expm(-generator * d) @ np.array([1, 1j * q_lead])
    return 1 / abs((f + w / (1j * q_lead)) / 2)**2


TP = slab_transmission(1 / band)
TF = slab_transmission((Eg - phi) / P**2)


def prefactor(kappa, coefficient):
    r = coefficient * kappa / q_lead
    return r, 16 / (r + 1 / r)**2


rP, preP = prefactor(kP, band)
rF, preF = prefactor(kF, band / (1 - phi / Eg))
assert abs(TP / (preP * np.exp(-2 * SP)) - 1) < 1e-5
assert abs(TF / (preF * np.exp(-2 * SF)) - 1) < 1e-5

# Neglected: free-electron diagonal term, conduction-edge mass kept at m
P2_full = Eg * (band - free)
low, high = bands(k_small, np.sqrt(P2_full), free)
assert abs(free * k_small**2 / high / m - 1) < 1e-4
curv_v = abs((low + Eg) / (free * k_small**2))
roots = np.roots([free**2, free * (Eg - 2 * phi) + P2_full, -phi * (Eg - phi)])
k_full = np.sqrt(max(roots.real))
c = np.sqrt(P2_full) * k_full   # i*P*k at k = i*kappa gives -c and +c
h_gap = np.array([[-free * k_full**2, -c], [c, -Eg - free * k_full**2]])
assert min(abs(np.linalg.eigvals(h_gap) + phi)) < 1e-9
red_full = 1 - k_full / kP

# Neglected: voltage across the oxide
trap_P = quad(lambda x: kappa_par(phi - V_ox * x / d), 0, d)[0]
trap_F = quad(lambda x: kappa_franz(phi - V_ox * x / d), 0, d)[0]
closed = 2 * d / (3 * V_ox * np.sqrt(band)) * (phi**1.5 - (phi - V_ox)**1.5)
assert abs(trap_P / closed - 1) < 1e-9
red_trap = 1 - trap_F / trap_P
assert red_trap < reduction


# Neglected: image lowering between two ideal metal plates
def image_lowering(x):
    n = np.arange(1, 401)[:, None]
    series = (n * d / ((n * d)**2 - x**2) - 1 / (n * d)).sum(axis=0)
    return coulomb / (2 * eps_opt) * (1 / (2 * x) + series)


mid_lowering = image_lowering(np.array([d / 2]))[0]
assert abs(mid_lowering / (coulomb * np.log(2) / (eps_opt * d)) - 1) < 1e-4
x = (np.arange(2000) + 0.5) * d / 2000
u_image = np.clip(phi - image_lowering(x), 0, None)
image_P = kappa_par(u_image).mean() * d
image_F = kappa_franz(u_image).mean() * d
red_image = 1 - image_F / image_P

# Neglected: thermal energy and thickness error, as factors in exp(-2S)
kT = sc.k * temperature / sc.e
thermal_factor = np.exp(2 * d * (kF - kappa_franz(phi - kT)))
thickness_factor = np.exp(2 * kF * dd)

print(f"barrier depth phi = {phi:.1f} eV")
print(f"oxide gap Eg = {Eg:.1f} eV")
print(f"edge mass m = {m:.2f} electron masses")
print(f"thickness d = {d:.1f} nm")
print(f"hbar^2/(2 m0) = {free:.6f} eV nm^2")
print(f"hbar^2/(2 m) = {band:.6f} eV nm^2")
print(f"band coupling P = {P:.4f} eV nm")
print(f"edge masses by diagonalization = {mass_c:.4f}, {mass_v:.4f} m0")
print(f"phi/Eg = {phi / Eg:.5f}")
print(f"action ratio sqrt(1-phi/Eg) = {ratio:.5f}")
print(f"action reduction = {100 * reduction:.2f} percent")
x1 = phi / Eg
print(f"first-order estimate x/2 = {50 * x1:.2f} percent")
print(f"second-order estimate = {100 * (x1/2 + x1**2/8):.2f} percent")
print(f"kappa parabolic = {kP:.4f} 1/nm")
print(f"kappa Franz = {kF:.4f} 1/nm")
print(f"chain kappa parabolic = {chain_P:.4f} 1/nm")
print(f"chain kappa two-band = {chain_F:.4f} 1/nm")
print(f"chain reduction = {100 * (1 - chain_F / chain_P):.2f} percent")
print(f"action S parabolic = {SP:.3f} hbar")
print(f"action S Franz = {SF:.3f} hbar")
print(f"exp(-2S) parabolic = {np.exp(-2 * SP):.3e}")
print(f"exp(-2S) Franz = {np.exp(-2 * SF):.3e}")
print(f"ratio of exponentials = {np.exp(2 * (SP - SF)):.1f}")
print(f"refitted parabolic mass = {m_refit:.4f} m0")
print(f"electrode mass = {m_lead:.2f} m0")
print(f"electrode kinetic energy = {E_kin:.2f} eV")
print(f"flux ratio r parabolic, Franz = {rP:.3f}, {rF:.3f}")
print(f"prefactor parabolic, Franz = {preP:.4f}, {preF:.4f}")
print(f"full transmission parabolic = {TP:.3e}")
print(f"full transmission Franz = {TF:.3e}")
print(f"ratio of full transmissions = {TF / TP:.1f}")
print(f"with free-electron term: kappa = {k_full:.4f} 1/nm")
print(f"with free-electron term: reduction = {100*red_full:.2f} percent")
print(f"with free-electron term: |m0/m_valence| = {curv_v:.4f}")
print(f"oxide voltage = {V_ox:.1f} V")
print(f"oxide field = {10 * V_ox / d:.1f} MV/cm")
print(f"trapezoid S parabolic, Franz = {trap_P:.3f}, {trap_F:.3f} hbar")
print(f"trapezoid reduction = {100 * red_trap:.2f} percent")
print(f"optical relative permittivity = {eps_opt:.1f}")
print(f"image lowering at mid-oxide = {mid_lowering:.3f} eV")
print(f"image S parabolic, Franz = {image_P:.3f}, {image_F:.3f} hbar")
print(f"image-barrier reduction = {100 * red_image:.2f} percent")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"factor in exp(-2S) for energy up by kT = {thermal_factor:.3f}")
print(f"thickness error = {dd:.1f} nm")
print(f"factor in exp(-2S) for that error = {thickness_factor:.2f}")
print("no test failed")
```

Output:

```
barrier depth phi = 3.1 eV
oxide gap Eg = 9.0 eV
edge mass m = 0.50 electron masses
thickness d = 2.0 nm
hbar^2/(2 m0) = 0.038100 eV nm^2
hbar^2/(2 m) = 0.076200 eV nm^2
band coupling P = 0.8281 eV nm
edge masses by diagonalization = 0.5000, 0.5000 m0
phi/Eg = 0.34444
action ratio sqrt(1-phi/Eg) = 0.80966
action reduction = 19.03 percent
first-order estimate x/2 = 17.22 percent
second-order estimate = 18.71 percent
kappa parabolic = 6.3783 1/nm
kappa Franz = 5.1643 1/nm
chain kappa parabolic = 6.3740 1/nm
chain kappa two-band = 5.1620 1/nm
chain reduction = 19.02 percent
action S parabolic = 12.757 hbar
action S Franz = 10.329 hbar
exp(-2S) parabolic = 8.313e-12
exp(-2S) Franz = 1.068e-09
ratio of exponentials = 128.5
refitted parabolic mass = 0.3278 m0
electrode mass = 0.92 m0
electrode kinetic energy = 0.10 eV
flux ratio r parabolic, Franz = 7.552, 9.328
prefactor parabolic, Franz = 0.2709, 0.1797
full transmission parabolic = 2.252e-12
full transmission Franz = 1.920e-10
ratio of full transmissions = 85.3
with free-electron term: kappa = 6.0335 1/nm
with free-electron term: reduction = 5.40 percent
with free-electron term: |m0/m_valence| = 0.0000
oxide voltage = 1.0 V
oxide field = 5.0 MV/cm
trapezoid S parabolic, Franz = 11.664, 9.821 hbar
trapezoid reduction = 15.80 percent
optical relative permittivity = 2.1
image lowering at mid-oxide = 0.238 eV
image S parabolic, Franz = 10.856, 9.141 hbar
image-barrier reduction = 15.80 percent
temperature = 300 K
thermal energy kT = 0.02585 eV
factor in exp(-2S) for energy up by kT = 1.042
thickness error = 0.1 nm
factor in exp(-2S) for that error = 2.81
no test failed
```
